# Steady temperature of a radiating 300 mm wafer under an ion beam

## The form of the answer from dimensions

A wafer in vacuum, touching nothing that conducts heat, can lose steady beam power by radiation. Suppose first that the surroundings are so cold that they send nothing back. The temperature $T$ can then depend on the absorbed power $P$, the radiating area $A$, the Stefan-Boltzmann constant $\sigma$ and the dimensionless emissivity $\varepsilon$. The unit of $\sigma$ is W cm$^{-2}$ K$^{-4}$, so $P/(\sigma A)$ has the unit K$^4$, and no other combination of these quantities gives a temperature:

$$T=f(\varepsilon)\left(\frac{P}{\sigma A}\right)^{1/4}.$$

Emissivity multiplies the radiated flux, so it enters as the product $\varepsilon\sigma$. Hence $f=b\,\varepsilon^{-1/4}$, where $b$ is a pure number that dimensions cannot fix. A black surface radiates $\sigma T^4$ per unit area, as derived below, so $b=1$.

For singly charged ions, a current of 10 mA at 50 keV carries $0.010\times 50\,000=500$ W. A disc of radius $R=15$ cm has two faces of total area $A=2\pi R^2=1414$ cm$^2$, so each square centimetre must radiate 0.354 W. With $\sigma=5.670\times10^{-12}$ W cm$^{-2}$ K$^{-4}$ and $\varepsilon=0.7$,

$$T\approx\left(\frac{0.3537}{0.7\times5.670\times10^{-12}}\right)^{1/4}\text{K}
=(8.91\times10^{10})^{1/4}\ \text{K}\approx546\ \text{K}.$$

This estimate leaves out radiation from the surroundings and assumes a uniform wafer temperature. Both points need a proper energy balance.

## The controlled derivation

**Beam power.** Let $I$ be the absorbed electrical current, $z$ the charge state and $e$ the elementary charge. Ions arrive at the rate $I/(ze)$. If each deposits its full energy $E$,

$$P=\frac{I}{ze}E.$$

An ion accelerated from rest through a voltage $V_b$ has $E=zeV_b$, whatever its mass, so $P=IV_b$. A heavier ion arrives more slowly but with the same energy. If a scanned beam partly misses the wafer, $I$ must be the part that lands on it.

**Radiation.** A black surface emits, per unit area and frequency, $\pi$ times the Planck radiance. The factor $\pi$ comes from integrating $\cos\theta$ over the outward hemisphere. The total flux is

$$M=\int_0^\infty\frac{2\pi h\nu^3}{c^2}\frac{d\nu}{e^{h\nu/k_BT}-1}.$$

Set $x=h\nu/k_BT$. Then $\nu^3d\nu=(k_BT/h)^4x^3dx$, and

$$M=\frac{2\pi k_B^4T^4}{h^3c^2}\int_0^\infty\frac{x^3dx}{e^x-1}.$$

Expanding $1/(e^x-1)=\sum_{n\ge1}e^{-nx}$ and using $\int_0^\infty x^3e^{-nx}dx=6/n^4$ gives $6\sum n^{-4}=6\pi^4/90=\pi^4/15$. Therefore

$$M=\sigma T^4,\qquad \sigma=\frac{2\pi^5k_B^4}{15h^3c^2}.$$

A grey surface emits the fraction $\varepsilon$ of this flux at every frequency. By Kirchhoff's law it also absorbs the fraction $\varepsilon$ of incoming thermal radiation. Large, effectively black surroundings at temperature $T_0$ send $\sigma T_0^4$ onto each unit area. The net loss from both faces is thus $\varepsilon\sigma A(T^4-T_0^4)$.

**Steady balance.** Setting heating equal to net loss gives

$$P=\varepsilon\sigma A(T^4-T_0^4).$$

Dividing by $\varepsilon\sigma A$, adding $T_0^4$ and taking the positive fourth root gives

$$\boxed{T=\left(T_0^4+\frac{P}{\varepsilon\sigma A}\right)^{1/4}}.$$

The loss rises steadily with $T$, so there is one steady temperature. A cooler wafer gains energy and a hotter one loses it, so this state is also stable.

The temperature of the surroundings must also be chosen. Taking $T_0=300$ K,

$$T=(0.81\times10^{10}+8.91\times10^{10})^{1/4}\ \text{K}\approx558\ \text{K}=285\ ^\circ\text{C}.$$

Direct numerical integration of Planck's law, followed by a root search for the balance, also gives 558.4 K.

## Comparison, limits and sensitivity

Ignoring the surroundings lowered the answer by 12 K, about 2% of the absolute temperature. The error is small because $T_0^4$ is only about one eleventh of the heating term, and the fourth root reduces its effect further.

The opposite limit is weak heating. Write $T=T_0+\Delta$ with $\Delta\ll T_0$. Then $T^4-T_0^4\approx4T_0^3\Delta$, and

$$\Delta\approx\frac{P}{4\varepsilon\sigma A T_0^3}.$$

Used at 500 W, this would predict a rise of $8.91\times10^{10}/(4\times300^3)\approx825$ K, far above the actual model rise of 258 K. The linear law fails because radiation strengthens greatly as the wafer warms.

To find the effect of uncertain inputs, differentiate the balance at fixed $A$ and $T_0$:

$$4T^3dT=\frac{P}{\varepsilon\sigma A}\left(\frac{dP}{P}-\frac{d\varepsilon}{\varepsilon}\right).$$

Replace $P/(\varepsilon\sigma A)$ by $T^4-T_0^4$ and divide by $4T^4$:

$$\frac{dT}{T}=\frac14\left(1-\frac{T_0^4}{T^4}\right)\left(\frac{dP}{P}-\frac{d\varepsilon}{\varepsilon}\right).$$

The prefactor is 0.229 here. A 1% increase in power therefore raises $T$ by about 0.23%, or 1.3 K. A small relative increase in emissivity lowers it by the same factor.

## Does an implant last long enough?

The steady temperature does not depend on the wafer's heat capacity, but the time needed to reach it does. For thickness $d$, density $\rho$ and specific heat $c$, the heat capacity is $C=\rho c\pi R^2d$. Rough values for silicon are $\rho=2.33$ g/cm$^3$ and $c=0.80$ J/(g K). With $d=0.775$ mm they give $C=102$ J/K. While the wafer is nearly uniform,

$$C\frac{dT}{dt}=P-\varepsilon\sigma A(T^4-T_0^4).$$

At $T=T_0$ the loss vanishes, and the initial heating rate is $500/102=4.9$ K/s. Near the steady temperature $T_s$, write $T=T_s-\delta$. To first order $T^4\approx T_s^4-4T_s^3\delta$. The steady terms cancel, leaving

$$-C\frac{d\delta}{dt}=4\varepsilon\sigma A T_s^3\delta,
\qquad \delta\propto e^{-t/\tau},
\qquad \tau=\frac{C}{4\varepsilon\sigma A T_s^3}.$$

Here $\tau=26$ s. Integrating the full equation from 300 K, the wafer takes 122 s to reach 99% of its steady absolute temperature.

The ion flux is $I/(e\pi R^2)=8.83\times10^{13}$ ions/(cm$^2$ s). A dose of $10^{15}$ ions/cm$^2$ therefore takes 11.3 s, at which point the wafer is at only 353 K. These transient values use a constant $c$. Silicon's specific heat rises from about 0.71 J/(g K) at 300 K to about 0.85 J/(g K) near 560 K. Allowing for this gives an initial rate of about 5.5 K/s, about 357 K at this dose, $\tau\approx28$ s and about 125 s to reach 99%. For a wafer starting at $T_0$, with fixed power and emissivity, 558 K is a ceiling approached from below. It becomes a good estimate for the end of the implant when the dose is about ten times larger.

## Is the wafer at one temperature?

**Through the thickness.** The beam heats the front, while both faces radiate almost equally. Half the absorbed power must therefore cross the wafer. With thermal conductivity $k$, Fourier's law gives

$$T_{\rm front}-T_{\rm back}\approx\frac{Pd}{2\pi R^2k}.$$

For a rough silicon value $k=0.80$ W/(cm K), held constant, the drop is 0.034 K for steady, evenly spread heating. A scanned spot heats the front more strongly while it passes: for a spot of 20 cm$^2$ returning every 0.1 s, the drop briefly reaches about 1 K. Both are negligible here.

**Across the wafer.** Let $q(r)$ be the beam power per unit area of the front face. Conduction into a thin ring, plus beam heating, balances radiation from its two faces:

$$kd\frac1r\frac{d}{dr}\left(r\frac{dT}{dr}\right)+q(r)-2\varepsilon\sigma(T^4-T_0^4)=0.$$

To see how far conduction spreads heat, add a small ripple to uniform heating:

$$q=q_0[1+aJ_0(jr/R)],\qquad q_0=\frac{P}{\pi R^2},\quad a\ll1.$$

Here $J_0$ is a Bessel function and $j\approx3.83$ is the first positive zero of $J_1$. Since $J_0'=-J_1$, this choice gives no heat flow through the rim. Write $T=T_s+\theta$. The uniform terms cancel, and to first order

$$kd\frac1r\frac{d}{dr}\left(r\frac{d\theta}{dr}\right)-8\varepsilon\sigma T_s^3\theta+aq_0J_0(jr/R)=0.$$

The radial operator acting on $J_0(jr/R)$ gives $-(j/R)^2J_0(jr/R)$. Solving for the amplitude,

$$\theta=\frac{aq_0}{8\varepsilon\sigma T_s^3}\frac{J_0(jr/R)}{1+(jL/R)^2},
\qquad L=\sqrt{\frac{kd}{8\varepsilon\sigma T_s^3}}.$$

Features much narrower than $L$ are smoothed strongly; much broader ones are not. Here $L=3.35$ cm (about 3.15 cm with $k\approx0.71$ W/(cm K), closer to silicon at 558 K), well below the 15 cm radius. The ripple keeps the fraction $1/(1+0.73)\approx0.58$ of the amplitude it would have without conduction. Silicon conducts well, but this wafer is too thin for conduction to even out a wafer-wide heating pattern.

A stationary beam makes this plain. Take $q\propto e^{-r^2/(2w^2)}$ with $w=5$ cm, normalized to the same 500 W on the wafer. With the other parameters fixed, the radial equation gives 741 K at the centre and 468 K at the rim. Silicon's conductivity falls to about 0.5 W/(cm K) at the hot centre. Letting $k$ vary with temperature raises the centre by about 20 K and lowers the rim by about 2 K. The single temperature of 558 K therefore requires even scanning.

The scanning must also be fast. Between beam passes near steady state, each part of the wafer cools at about $P/C=4.9$ K/s. A return time of 0.1 s permits a swing of about 0.5 K in the temperature averaged through the thickness, whereas one of 10 s would not preserve a nearly constant temperature.

For any steady radial heating pattern $q(r)$, the uniform result still fixes one average. Multiply the radial equation by $2\pi r\,dr$ and integrate from 0 to $R$. The conduction term becomes $2\pi kd[r\,dT/dr]_0^R$, which vanishes at the centre because $r=0$ and at the rim because no heat leaves there. With $\int q\,2\pi r\,dr=P$ and angle brackets for an area average,

$$P=2\pi R^2\varepsilon\sigma\left(\langle T^4\rangle-T_0^4\right),
\qquad \langle T^4\rangle=T_s^4.$$

The mean square is never less than the square of the mean. Applying this first to $T^2$ and then to $T$ gives $\langle T^4\rangle\ge\langle T^2\rangle^2\ge\langle T\rangle^4$, so $\langle T\rangle\le T_s$. For the stationary beam, $\langle T\rangle=541$ K, while $\langle T^4\rangle^{1/4}=558$ K. Uneven heating can thus lower the average temperature while creating a much hotter centre.

## What the chamber changes

Real metal walls may reflect heat back to the wafer. Let the walls have area $A_w$ and emissivity $\varepsilon_w$, and assume diffuse reflection and uniformly illuminated walls. Radiation leaving the convex wafer goes to the walls. By reciprocity, a fraction $F=A/A_w$ of radiation leaving the walls returns to the wafer.

Of one unit arriving at the walls, $\varepsilon_w$ is absorbed and $1-\varepsilon_w$ is reflected. The wafer absorbs the fraction $F\varepsilon$ of the reflected part, and the rest reaches the walls again. Each round therefore multiplies the arriving power by $g=(1-\varepsilon_w)(1-F\varepsilon)$. Summing the geometric series, the walls finally absorb

$$\frac{\varepsilon_w}{1-g}=\frac{\varepsilon_w}{\varepsilon_w+(1-\varepsilon_w)F\varepsilon}.$$

The wafer emitted $\varepsilon$ times the black-body flux, so its effective emissivity is $\varepsilon$ times this fraction. Inverting the product gives

$$\frac1{\varepsilon_{\rm eff}}=\frac1\varepsilon+\frac{A}{A_w}\left(\frac1{\varepsilon_w}-1\right).$$

Exchange must vanish when wafer and walls have equal temperatures, so $\varepsilon_{\rm eff}$ multiplies $T^4-T_0^4$ in the balance. For $\varepsilon_w=0.2$ and $A/A_w=0.1$, $\varepsilon_{\rm eff}=0.547$ and the steady temperature rises to 591 K. A flat wafer does not light the walls quite uniformly; in a spherical chamber of the same area ratio this adds about 2 K. If the walls are instead black but at 350 K, it is 568 K.

The remaining corrections are small for these inputs:

- The rim adds the fraction $d/R$ to the radiating area and lowers $T$ by 0.7 K.
- If reflected ions and sputtered atoms carry away an assumed 1% of the beam energy, $T$ falls by 1.3 K.
- A damaged layer 100 nm deep, with roughly $5\times10^{22}$ atoms/cm$^3$ storing 0.1 eV each, holds 0.1% of the energy delivered at a dose of $10^{15}$ ions/cm$^2$.
- Gas at $10^{-5}$ Torr, with diatomic molecules of 28 atomic mass units that arrive at 300 K and leave fully warmed to the wafer temperature, removes about 0.06 W. Each molecule carries off $3k_B(T-T_0)$: two parts from translation, weighted by the flux, and one from rotation.

## Thermal isolation is not electrical isolation

An unneutralised wafer collects positive charge. Place it, for scale, a distance $s=1$ mm from a grounded plate. Neglecting edge fields, its capacitance is $C_e=\epsilon_0\pi R^2/s=626$ pF, where $\epsilon_0$ is the vacuum permittivity. Constant current would bring it to the beam voltage in

$$t=\frac{C_eV_b}{I}=3.1\ \text{ms}.$$

At wafer potential $V$, a singly charged ion lands with energy $e(V_b-V)$, so heating would fall as charge accumulated. This estimate ignores discharge and electrons ejected by the beam. The full voltage across 1 mm would be a field of 50 MV/m, of the order at which real vacuum gaps break down, so a discharge would probably come first. It shows that the assumed 50 keV landing energy needs neutralisation on a time scale far shorter than the implant. Supplying 10 mA of electrons at a rough 10 eV adds just 0.1 W of heat.

## Beside a real implanter

The beam and wafer size belong to the regime of high-current silicon implantation. Two assumptions deserve most care. First, lightly doped silicon is partly transparent to thermal infrared at moderate temperatures, so its emissivity can lie well below 0.7. With all else fixed, $\varepsilon=0.5$ gives 604 K and $\varepsilon=0.3$ gives 682 K. A bare, lightly doped wafer is neither grey nor of fixed emissivity. A rough estimate from free-carrier and lattice absorption puts $\varepsilon$ near 0.1 to 0.2 up to about 560 K and near 0.6 by 800 K, with a steady temperature in the region of 680 K. The value 0.7 suits a wafer that is opaque in the infrared, such as a heavily doped one. Second, a production tool may hold the wafer on a cooled chuck, which breaks the assumption of thermal isolation. Suppose the wafer must stay at 373 K, a round limit of the kind a photoresist mask may impose. With $\varepsilon=0.7$, free radiation from both faces would then remove 63 W, enough for a steady current of 1.3 mA at 50 keV. A bare, lightly doped wafer would radiate only some 10 to 15 W. At 10 mA, with the back covered and the front radiating about 32 W, the chuck must remove about 468 W. Meeting that limit would put the wafer 185 K below the isolated result.

For the isolated wafer posed here, grey and opaque with $\varepsilon=0.7$, about 560 K is the appropriate precision. A lightly doped wafer may run some 100 K hotter. The numerical output below gives the individual values at higher resolution.

## Computed results

```
Beam current: 10.0 mA
Ion energy: 50.0 keV
Wafer diameter: 300 mm
Emissivity: 0.70
Surroundings: 300 K
Beam power: 500.0 W
Area of both faces: 1413.7 cm2
Power per radiating area: 0.3537 W/cm2
Stefan-Boltzmann constant: 5.670374e-08 W/(m2 K4)
P/(eps sigma A): 8.9104e+10 K4
Surroundings T0^4: 8.1000e+09 K4
Steady T: 558.4 K = 285.2 C
Steady T from Planck quadrature: 558.4 K
Steady T with T0 dropped: 546.4 K
Relative T change per relative P change: 0.2292
Thickness: 0.775 mm
Rough density: 2.33 g/cm3
Rough specific heat: 0.80 J/(g K)
Rough conductivity: 0.80 W/(cm K)
Heat capacity: 102.1 J/K
Initial heating rate: 4.90 K/s
Final relaxation time: 26.1 s
Time to 99% of steady T: 122.0 s
Dose rate: 8.830e+13 ions/(cm2 s)
Chosen dose: 1.0e+15 ions/cm2
Time for chosen dose: 11.3 s
T at chosen dose: 353.3 K
Chosen temperature limit: 373 K
Steady power at limit: 63.2 W
Steady current at limit: 1.26 mA
Front-to-back drop: 0.0343 K
Lateral conduction length: 3.35 cm
Stationary Gaussian width: 5.0 cm
Stationary beam, centre T: 740.8 K
Stationary beam, rim T: 468.1 K
Stationary beam, area-mean T: 541.4 K
Fourth root of mean T^4: 558.4 K
Steady T, emissivity 0.5: 603.7 K
Steady T, emissivity 0.3: 681.7 K
Steady T, walls at 350 K: 568.0 K
Wall emissivity: 0.20
Wafer-to-wall area ratio: 0.10
Effective emissivity: 0.547
Steady T, reflecting walls: 591.2 K
Edge-radiation shift: -0.66 K
Rough gas pressure: 1.0e-05 Torr
Gas heat loss, full accommodation: 0.058 W
Assumed escaping beam energy: 1.0 %
Escaping-energy shift: -1.28 K
Rough damaged depth: 100 nm
Rough atom density: 5.0e+22 atoms/cm3
Rough stored energy: 0.10 eV/atom
Stored fraction at chosen dose: 0.100 %
Rough neutralising-electron energy: 10 eV
Neutralising-electron heating: 0.10 W
Assumed gap to grounded plate: 1.0 mm
Wafer-to-plate capacitance: 626 pF
Charging time to beam voltage: 3.13 ms
```
